# Comment on predicted donor freeze-out in silicon at 1e20 per cubic centimetre

## The argument under review

The argument concerns n-type silicon with $N=10^{20}\ \mathrm{cm^{-3}}$ shallow donors, as in the layer beneath a silicide contact. It runs as follows: "A donor level lies 45 meV below the conduction band. At this doping the Fermi level is close to the donor level, so most donors hold their electrons. Even at room temperature only about an eighth of them are ionized, and at 77 K almost none are. Freeze-out must therefore limit the conductivity of the contact layer."

I take $N$ to be the density of substitutional, electrically active donors, without compensating acceptors. Dopants in clusters or precipitates are not part of $N$. The question is then whether the statistics are evaluated correctly, and whether they apply.

## The arithmetic is correct

Measure energies from the unperturbed conduction edge and put the donor level at $-E_d$, with $E_d=45$ meV. An isolated donor may be empty or hold one electron of either spin; double occupation is excluded by repulsion. The grand-canonical weights are $1$ for the empty state and $e^{(\mu+E_d)/kT}$ for each spin, so the density of ionized donors is

$$N^+=\frac{N}{1+2e^{(\mu+E_d)/kT}} .\qquad (1)$$

Neutrality requires $n(\mu)=N^+$. With $g_v=6$ valleys of density-of-states mass $m_d=0.321\,m_e$ and Fermi function $f$,

$$n(\mu)=\frac{g_v}{\pi^2}\int_0^\infty k^2 f(k)\,dk .\qquad (2)$$

Solving at 300 K, where $kT=25.85$ meV, gives $n/N=0.133$. The Fermi level follows from (1): $1/0.1326-1=6.54=2e^{(\mu+E_d)/kT}$, so $\mu+E_d=25.85\ln 3.27=30.6$ meV and $\mu\approx-14$ meV. The same equations give $n/N=4.4\times10^{-3}$ at 77 K and $1.0\times10^{-7}$ at 20 K.

The collapse on cooling is built into (1). When $n\ll N$ and the carriers are nondegenerate, $n=N_c e^{\mu/kT}$, with $N_c$ the effective density of states, and $N^+\simeq\tfrac12Ne^{-(\mu+E_d)/kT}$. Multiplying the two equal densities eliminates $\mu$:

$$n^2=\tfrac12 N N_c\,e^{-E_d/kT}.$$

Including the other five valley combinations of the donor ground state makes the prediction more severe. If they lie at the binding energy without a central cell, 29.6 meV (computed below), the factor 2 in (1) becomes $2+10e^{-(45-29.6)/25.85}\approx7.5$, and $n/N$ at 300 K falls to 0.073.

So the objection is not to the algebra. Equation (1) presupposes that each donor has a bound state, that its energy does not depend on the other electrons, and that an electron on one donor is distinguishable in energy from one in the band. Each premise has to be examined at this density.

## What mobile electrons do to the donor potential

Let $V(\mathbf r)$ be an electron's potential energy near one extra donor charge, and let $C=e^2/(4\pi\varepsilon_0\varepsilon)=0.1231$ eV nm for $\varepsilon=11.7$. If $V$ varies slowly, the electrons respond as if their local chemical potential were $\mu-V$. To first order, $\delta n=-(dn/d\mu)V$. Poisson's equation for $V=-e\phi$ is

$$\nabla^2V=4\pi C\left[\delta^3(\mathbf r)-\delta n\right]
=4\pi C\,\delta^3(\mathbf r)+\kappa^2V,\qquad \kappa^2=4\pi C\frac{dn}{d\mu}.$$

Its decaying solution is

$$V(r)=-\frac{C}{r}e^{-r/\lambda},\qquad \lambda=1/\kappa .\qquad (3)$$

At zero temperature $n=g_vk_F^3/(3\pi^2)$ and $E_F=\hbar^2k_F^2/(2m_d)$. Hence $n\propto E_F^{3/2}$, $dn/d\mu=3n/(2E_F)$, and

$$\lambda^2=\frac{E_F}{6\pi Cn}.$$

If all donors contribute their electrons, $n=0.1\ \mathrm{nm^{-3}}$ and $E_F=74.1$ meV. Then $\lambda^2=0.0741/(6\pi\times0.1231\times0.1)=0.319\ \mathrm{nm^2}$, or $\lambda=0.565$ nm. At 300 K, $\lambda=0.603$ nm.

## When the bound state disappears

For a donor electron of mass $m$ define $a=\hbar^2/(mC)$. For an s state write $\psi=u/r$ and $x=r/\lambda$. At zero energy the Schrödinger equation with potential (3) becomes

$$\frac{d^2u}{dx^2}=-\frac{2\lambda}{a}\,\frac{e^{-x}}{x}\,u .$$

Outside the potential, a bound state of energy $-\hbar^2q^2/(2m)$ has $u\propto e^{-qr}$. As the binding vanishes, $q\to0$ and the outer solution becomes flat. Integrating from $u(0)=0$ and requiring $u'=0$ at large $x$ gives the first threshold:

$$\lambda_c=0.840\,a .\qquad (4)$$

A variational estimate shows where this scale comes from. Let $W_V$ be the expectation value of the attraction $-V$ and $K$ that of the kinetic energy. A bound state exists if some trial function has $W_V/K>1$, since its energy is then negative; if no function reaches 1, there is none. For $\psi\propto e^{-\beta r}$,

$$K=\frac{\hbar^2\beta^2}{2m},\qquad
W_V=4\beta^3C\int_0^\infty re^{-(2\beta+\kappa)r}dr=\frac{4\beta^3C}{(2\beta+\kappa)^2},$$

$$\frac{W_V}{K}=\frac{8\beta}{a(2\beta+\kappa)^2}.$$

This is largest at $2\beta=\kappa$, where it equals $\lambda/a$. Thus $\lambda>a$ is sufficient for binding; the full solution lowers the threshold to (4).

The length $a$ must suit silicon. With masses 0.19 and 0.916 $m_e$, a variational calculation for one valley gives an unscreened binding energy of 29.6 meV. A spherical mass of 0.298 $m_e$ has the same binding and gives $a=2.08$ nm, hence $\lambda_c=1.75$ nm. Keeping the anisotropic masses gives 1.70 nm, so the anisotropy changes the threshold by about 3%.

The fixed-level argument is already in difficulty at 300 K. The carriers that it does predict, $1.33\times10^{19}\ \mathrm{cm^{-3}}$, have $\lambda=1.21$ nm. That is already below the threshold for a purely Coulombic donor.

## The central cell and the limits of simple screening

Two objections can be made. First, the real level is 45 meV deep, not 29.6 meV, because the attraction close to the impurity exceeds $C/r$. I represent the excess by a well $-V_0e^{-r^2/R^2}$ with $R=0.2$ nm, roughly a bond length. Matching 45 meV without screening requires $V_0=4.26$ eV. The well is left unscreened.

Second, (3) assumes that the electron gas can follow arbitrarily sharp variations. It cannot. To first order in a static potential component $V_q$, a state $\mathbf k$ acquires admixtures of $\mathbf k\pm\mathbf q$. Their interference with the original wave, summed over spin and valleys, gives

$$\delta n_q=2g_v\int\frac{d^3k}{(2\pi)^3}f_kV_q
\left[\frac1{\epsilon_k-\epsilon_{k+q}}+\frac1{\epsilon_k-\epsilon_{k-q}}\right].$$

Replacing $\mathbf k$ by $-\mathbf k$ in the second term makes it equal to the first. With $\delta n_q=-\Pi(q)V_q$ and $\epsilon_{k+q}-\epsilon_k=\hbar^2(2kq\cos\theta+q^2)/(2m_d)$, the principal-value angular integral is

$$\int_{-1}^{1}\frac{dc}{2kqc+q^2}=\frac1{2kq}\ln\left|\frac{2k+q}{2k-q}\right| ,$$

and therefore

$$\Pi(q)=\frac{g_vm_d}{\pi^2\hbar^2q}\int_0^\infty kf(k)\ln\left|\frac{2k+q}{2k-q}\right|dk .\qquad (5)$$

This is the Lindhard response. The screened donor has $V_q=-4\pi C/[q^2+4\pi C\Pi(q)]$.

For small $q$ the logarithm is $q/k$, so $\Pi\to(g_vm_d/\pi^2\hbar^2)\int f\,dk$. Differentiating (2) and integrating by parts gives the same expression for $dn/d\mu$, which recovers (3). For large $q$ the logarithm is $4k/q$, and (2) gives $\Pi\to4m_dn/(\hbar^2q^2)$: sharp features are poorly screened. The correction matters here because $\kappa=1/0.565=1.77\ \mathrm{nm^{-1}}$ exceeds $2k_F=1.58\ \mathrm{nm^{-1}}$.

With the central cell included and $n=N$, the largest $W_V/K$ is as follows.

| Temperature | Slowly varying response | Lindhard response |
|---|---:|---:|
| 300 K | 0.79 | 0.85 |
| 10 K | 0.78 | 0.84 |

All four values are below 1, so within linear screening the metallic state supports no donor level. The margin is moderate and depends on the assumed range of the well: with $V_0$ refitted to 45 meV, the largest entry is 0.82 for $R=0.4$ nm and 0.89 for $R=0.1$ nm, and anisotropic masses add about 0.01–0.02. By (4), the Coulomb part alone at 300 K would give only $0.603/1.745=0.35$; the rise from there to 0.79 comes from the central cell.

## Why screening alone does not finish the argument

One can let the level respond to its own carriers: start with the fixed-level density, compute the screened depth, insert it in (1), and repeat.

At 300 K the first pass reduces the depth from 45 meV to 0.11 meV with slowly varying screening, or to 1.75 meV with (5). Further passes remove the level in both cases. The fixed-level solution is therefore not self-consistent at room temperature.

At 77 K the two descriptions disagree. The simpler one again removes the level; the Lindhard response leaves it 1.5 meV deep, with $n/N=0.078$ (2.6 meV and 0.074 if the anisotropic masses are kept in both the donor and the response). That fraction should not be read as a carrier density. As $E_d\to0$, equation (1) still assigns weight $2e^{\mu/kT}$ to the neutral donor, although the state is merging with the continuum. The iteration thus counts a barely bound state in full and a barely unbound one not at all.

At 20 K both versions stay frozen, with a depth of 44.6 meV and $n/N\approx1.2\times10^{-7}$. Almost no mobile electrons means almost no screening. Yet at $n=N$ the level is absent at both 10 K and 300 K. Free-carrier screening thus permits two self-consistent states when cold, one frozen and one metallic. To decide between them one must drop the assumption that donors are isolated from each other.

## Overlap and the merged band

The mean spacing is $d=N^{-1/3}=2.15$ nm, while $a=2.08$ nm. An orbital extends over its neighbours. To follow the consequence without assuming small overlap, place donors on a simple cubic lattice of spacing $d$. Let each attract an electron through $-C/r$, and neutralize the average charge by a uniform background. In plane waves the Hamiltonian is

$$H_{\mathbf G\mathbf G'}=\frac{\hbar^2|\mathbf k+\mathbf G|^2}{2m}\,\delta_{\mathbf G\mathbf G'}
-\frac{4\pi CN}{|\mathbf G-\mathbf G'|^2}\,(1-\delta_{\mathbf G\mathbf G'}).$$

The background removes the term with $\mathbf G=\mathbf G'$. No screening by mobile electrons is included, which favours separate donor levels.

Band formation competes with the cost $U$ of putting two electrons on one donor. The density $e^{-2r/a}/(\pi a^3)$ has Fourier transform $(1+q^2a^2/4)^{-2}$. With $q=2x/a$,

$$U=\frac{2C}{\pi}\int_0^\infty\frac{dq}{(1+q^2a^2/4)^4}
=\frac{4C}{\pi a}\int_0^\infty\frac{dx}{(1+x^2)^4}
=\frac{4C}{\pi a}\,\frac{5\pi}{32}=\frac{5C}{8a},$$

which is $0.625\times0.1231/2.078=0.0370$ eV, or 37 meV.

The lowest two bands were computed at four symmetry points of the Brillouin zone. The width $W$ belongs to the first band; a negative gap means overlap.

| $N$ (cm$^{-3}$) | $d$ (nm) | Gap (meV) | $W$ (meV) | $W/U$ |
|---|---:|---:|---:|---:|
| $10^{17}$ | 21.5 | 16 | 0.25 | 0.007 |
| $10^{18}$ | 10.0 | 5.5 | 16 | 0.42 |
| $10^{19}$ | 4.64 | −61 | 131 | 3.5 |
| $10^{20}$ | 2.15 | −432 | 724 | 20 |

Overlap found at sampled points implies overlap of the full bands, since further points can only raise the first band's maximum or lower the second band's minimum. A positive gap in the table is established only at those points. The rows for $10^{19}$ and $10^{20}\ \mathrm{cm^{-3}}$ are converged in the number of plane waves to the digits shown. At lower density the orbital is small compared with the cell, and the truncated set leaves the donor level somewhat too high. Raising the cutoff on the squared wave number from $36$ to $100$ times $(2\pi/d)^2$ moves the gap at $10^{18}\ \mathrm{cm^{-3}}$ from 5.5 to 5.7 meV; at $10^{17}\ \mathrm{cm^{-3}}$ it moves the gap from 16 to about 17 meV and the width from 0.25 to 0.16 meV ($W/U\approx0.004$).

At $10^{17}\ \mathrm{cm^{-3}}$ the first band is a narrow, separate donor level and repulsion dominates: the isolated-donor picture is reasonable. At $10^{20}\ \mathrm{cm^{-3}}$ the bands are close to those of free electrons. Since $\hbar^2/m=Ca$, the free-electron energy at the zone corner is $\tfrac12Ca\times3(\pi/d)^2\approx0.82$ eV, against a computed width of 0.72 eV. No gap remains from which a 45 meV activation energy could be measured.

Adding the central-cell well to every site changes these numbers considerably: at $10^{20}\ \mathrm{cm^{-3}}$ the width falls to 537 meV and the gap becomes −203 meV. A larger plane-wave set moves each value by about 1 meV. The direction of the change is visible to first order. At the zone centre a plane wave has uniform density. At the corner eight plane waves are degenerate, and their combination $\cos(\pi x/d)\cos(\pi y/d)\cos(\pi z/d)$ has eight times the mean density at a donor. A narrow attractive well therefore lowers the top of the band more than its bottom. Evaluated in these pure plane waves, the effect is about 115 meV of the 187 meV narrowing; the rest comes from mixing with further plane waves. The overlap nevertheless survives.

Each valley contributes a band with two spin states per donor, and there is one electron per donor. Even a single valley band would be half full; six equivalent ones are one-twelfth full. In band theory this is a metal, with carriers that need no thermal activation. The ratio $W/U=20$ greatly overstates the margin, because electrons occupy only the lower part of the band: $E_F/U=74.1/37.0=2.0$ is a stricter comparison. The central cell tightens it further: the 45 meV orbital is more compact, with $U\approx57$ meV in the well model above, and the ratio falls to 1.3. Mobile electrons also screen $U$, which helps the metallic state. This is a mean-field argument supported by a comparison of energy scales with a small margin, not a solution of the many-electron problem.

## The correct count

With no separate level to hold electrons, (1) must be replaced by

$$n(\mu)=N .\qquad (6)$$

Equation (6) gives $\mu=65$ meV at 300 K, 73.6 meV at 77 K and 74.1 meV at 20 K. Cooling sharpens the Fermi distribution and moves $\mu$ slightly; it does not remove carriers. These values refer to a rigid parabolic band. Exchange and the donors' potentials shift the edge itself, and that shift is not calculated here.

The difference is measurable. With the mobility held at a rough $90\ \mathrm{cm^2/Vs}$, $\rho=1/(en\mu_e)$ is $6.9\times10^{-4}\ \Omega\,\mathrm{cm}$ for $n=N$ and $5.2\times10^{-3}\ \Omega\,\mathrm{cm}$ for the fixed level. Between 300 K and 77 K the fixed level also predicts a loss of carriers by a factor $1.326\times10^{19}/4.387\times10^{17}\approx30$, whereas (6) predicts none.

## Disorder, real contacts and the range of validity

Real donors sit at random sites. For independent positions the variances of their potentials add:

$$\sigma^2=N\int V^2d^3r=4\pi NC^2\int_0^\infty e^{-2r/\lambda}dr=2\pi NC^2\lambda .$$

At 300 K, $\sigma=76$ meV, which exceeds the supposed 45 meV level depth and is comparable with $E_F$. This value assumes ionized donors screened by $n=N$ carriers, so it is not independent evidence against the frozen state; nor would it by itself smear out a level of that depth. The potential varies over about $\lambda=0.6$ nm, and a donor orbital some 2 nm in size averages the spread down to roughly 10–16 meV with the screening of (3), or 10–19 meV with (5). The value at a point does warn that linear screening and a parabolic band edge are rough approximations, and that the density of states should have a tail. Disorder could in principle localize the electrons, but for a single isotropic mass the rough mobility implies a mean free path $\ell=(\hbar/e)k_F\mu_e=4.7$ nm and $k_F\ell=3.7$. Silicon's conductivity mass, 0.26 $m_e$, is lighter than $m_d$ and lowers $k_F\ell$ to 3.0–3.3, depending on how the anisotropic velocity is averaged. This is on the metallic side of $k_F\ell\sim1$, though not far enough for disorder corrections to be negligible. Nonparabolicity is smaller: with a rough coefficient of $0.5\ \mathrm{eV^{-1}}$, its parameter at $E_F$ is 0.04.

The parameters resemble phosphorus-doped silicon under a contact, where active densities around $10^{20}\ \mathrm{cm^{-3}}$ and above are used. Equation (6) also assumes local neutrality. Directly beneath the silicide the Schottky barrier depletes the semiconductor over about 2–3 nm, for a barrier of 0.4–0.6 eV at this doping, and the carrier density recovers gradually, coming within about 10% of $N$ at 3–4 nm in a local estimate. Higher barriers occur, up to about 0.85 eV for platinum silicide, and widen these distances to about 3.3 and 4.3 nm. Equation (6) describes only the layer beyond that. Another assumption that can fail is full activation. If half the dopant atoms were in inactive clusters, $N$ in (6) would be halved and, at fixed mobility, the resistivity doubled. In the neutral part of the layer, a carrier density below the chemical dopant density therefore points to incomplete activation, which depends on implantation and annealing, rather than to freeze-out. Temperature helps to separate the explanations: inactive dopants lower $n$ without making it thermally activated.

The conclusion should not be carried down to arbitrary doping. At low temperature, slowly varying screening without a central cell puts the loss of the bound state at $1.4\times10^{17}\ \mathrm{cm^{-3}}$; the Lindhard response with the central cell puts it at $1.4\times10^{19}\ \mathrm{cm^{-3}}$ for spherical valleys, and at $1.5$–$1.7\times10^{19}\ \mathrm{cm^{-3}}$ with the anisotropic masses. The array loses its gap between $10^{18}$ and $10^{19}\ \mathrm{cm^{-3}}$. The measured metal-insulator transition in phosphorus-doped silicon is at roughly $4\times10^{18}\ \mathrm{cm^{-3}}$, inside this wide spread. These estimates do not locate the transition, but all of them place $10^{20}\ \mathrm{cm^{-3}}$ on its metallic side. Well below it, equation (1) and ordinary freeze-out apply; near it, disorder and repulsion must be treated together.

I therefore recommend that the freeze-out claim be withdrawn and the neutral part of the layer analysed with (6), using an independently determined active density. The numerical output below gives the values at more digits than the models warrant.

## Computed values

```
Inputs: N = 1.0e+20 cm^-3, level depth = 45 meV
Inputs: eps = 11.7, m_t = 0.19, m_l = 0.916, valleys = 6
Density-of-states mass per valley = 0.321 m_e
Coulomb constant C = 0.1231 eV nm; kT(300 K) = 25.85 meV
Fixed level, 300 K: n = 1.326e+19 cm^-3, n/N = 1.326e-01
Fixed level, 77 K: n = 4.387e+17 cm^-3, n/N = 4.387e-03
Fixed level, 20 K: n = 1.038e+13 cm^-3, n/N = 1.038e-07
Fixed level plus excited valley states, 300 K: n/N = 0.0734
Anisotropic donor binding, no central cell = 29.62 meV
Equivalent donor mass = 0.298 m_e, Bohr radius = 2.078 nm
Critical screening length / Bohr radius = 0.8399
Critical length: spherical 1.745 nm, anisotropic 1.698 nm
Screening length from fixed-level carriers, 300 K = 1.214 nm
Screening length at n = N: 300 K 0.603 nm, T=0 formula 0.565 nm
Central cell: range 0.2 nm, fitted depth 4.264 eV
Binding strength with cell at n = N, 300 K, TF: 0.791
Binding strength with cell at n = N, 300 K, Lindhard: 0.852
Binding strength with cell at n = N, 10 K, TF: 0.776
Binding strength with cell at n = N, 10 K, Lindhard: 0.841
Iteration 300 K TF: first depth 0.11 meV, final 0.00 meV, n/N 1.000e+00
Iteration 300 K Lindhard: first depth 1.75 meV, final 0.00 meV, n/N 1.000e+00
Iteration 77 K TF: first depth 16.55 meV, final 0.00 meV, n/N 1.000e+00
Iteration 77 K Lindhard: first depth 21.50 meV, final 1.50 meV, n/N 7.840e-02
Iteration 20 K TF: first depth 44.63 meV, final 44.60 meV, n/N 1.165e-07
Iteration 20 K Lindhard: first depth 44.63 meV, final 44.61 meV, n/N 1.164e-07
Critical density, TF without cell, T=0: 1.36e+17 cm^-3
Critical density, Lindhard with cell, 10 K: 1.36e+19 cm^-3
On-site repulsion U = 37.0 meV
Array 1e+17 cm^-3: spacing 21.54 nm, gap 15.95 meV, W 0.250 meV, W/U 0.0068
Array 1e+18 cm^-3: spacing 10.00 nm, gap 5.49 meV, W 15.647 meV, W/U 0.4227
Array 1e+19 cm^-3: spacing 4.64 nm, gap -61.38 meV, W 131.244 meV, W/U 3.5451
Array 1e+20 cm^-3: spacing 2.15 nm, gap -431.66 meV, W 724.104 meV, W/U 19.5590
Array 1e20 with central cell: gap -202.5 meV, W 537.1 meV
Metallic state, 300 K: mu - Ec = 65.33 meV
Metallic state, 77 K: mu - Ec = 73.63 meV
Metallic state, 20 K: mu - Ec = 74.09 meV
Fermi wave number = 0.790 nm^-1, Fermi energy = 74.1 meV
Rms random-donor potential = 75.8 meV
Rough mobility 90 cm2/Vs: path 4.68 nm, kF*path = 3.70
Nonparabolicity (rough 0.5 per eV) times Fermi energy = 0.037
Resistivity at 300 K, n = N: 6.94e-04 ohm cm
Resistivity at 300 K, fixed level: 5.23e-03 ohm cm
```
